# Perturbed path-integral estimators from squared forces, and their statistical noise: test program

```python
"""
Perturbed path-integral (PPI) estimators, tested in atomic units.

Result under test, for P beads at inverse temperature beta, tau = beta/P:
    ln Z  = ln Z_P - <W> + O(P^-4),
    W     = beta*tau^2/24 * (bead mean of force^2/mass),
    E     = <eps> + 3<W>/beta - Cov(W, eps),
    <O>   = <O>_P - Cov(W, O) + tau^2/(12 m) <V' O'>.
Z_P: ordinary ring-polymer partition function; <.>: its average;
eps: thermodynamic energy estimator.  Full reweighting uses exp(-W).
Bead averages are computed from products of the short-time kernel on a
grid, the exact reference from diagonalization of the Hamiltonian, and the
statistical noise from independently drawn ring polymers.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import expm, logm

EV = const.physical_constants["Hartree energy in eV"][0]
ANG = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE_J = const.physical_constants["Hartree energy"][0]
MASS = const.atomic_mass / const.m_e
TEMPERATURE = 300.0
BETA = HARTREE_J / (const.k * TEMPERATURE)
C2, C3, C4 = 18.0, 36.0, 42.0      # eV/A^2, eV/A^3, eV/A^4


def potential(x):
    y = x * ANG
    return (C2 * y**2 - C3 * y**3 + C4 * y**4) / EV


def force(x):
    y = x * ANG
    return -(2 * C2 * y - 3 * C3 * y**2 + 4 * C4 * y**3) * ANG / EV


def kernel(x, beta, beads, scale=0.0):
    """Short-time kernel; scale multiplies the squared-force term."""
    tau = beta / beads
    v = potential(x) + scale * tau**2 / (24 * MASS) * force(x)**2
    dist2 = (x[:, None] - x[None, :])**2
    expo = -MASS * dist2 / (2 * tau) - tau * (v[:, None] + v[None, :]) / 2
    return (x[1] - x[0]) * np.sqrt(MASS / (2 * np.pi * tau)) * np.exp(expo)


def log_z(x, beta, beads, scale=0.0):
    k = kernel(x, beta, beads, scale)
    return np.log(np.trace(np.linalg.matrix_power(k, beads)))


def w_site(x, beta, beads):
    return beta**3 / (24 * MASS * beads**2) * force(x)**2


def density(x, beta, beads):
    d = np.diag(np.linalg.matrix_power(kernel(x, beta, beads), beads))
    return d / d.sum()


def energy_link(x, beta, beads):
    """Share of the thermodynamic energy estimator on one link."""
    v = potential(x)
    dist2 = (x[:, None] - x[None, :])**2
    return (1 / (2 * beta) - MASS * beads * dist2 / (2 * beta**2)
            + (v[:, None] + v[None, :]) / (2 * beads))


def insert(k, link, beads):
    """Density at one bead weighted by the sum of link over the ring."""
    marked = k * link
    total = np.zeros_like(k)
    power = np.eye(len(k))
    for _ in range(beads):
        total = total @ k + power @ marked
        power = power @ k
    return np.diag(total) / np.trace(power)


def bead_results(x, beta, beads):
    k = kernel(x, beta, beads)
    rho = density(x, beta, beads)
    w = w_site(x, beta, beads)
    obs = x**2
    mean_w, mean_o = rho @ w, rho @ obs

    def site_link(f):
        return (f[:, None] + f[None, :]) / (2 * beads)

    with_e = insert(k, energy_link(x, beta, beads), beads)
    with_o = insert(k, site_link(obs), beads)
    with_w = insert(k, site_link(w), beads)
    e_p = with_e.sum()
    cov_we = w @ with_e - mean_w * e_p
    cov_wo = w @ with_o - mean_w * mean_o
    source = (beta / beads)**2 / (12 * MASS) * (rho @ (-force(x) * 2 * x))
    f_p = -log_z(x, beta, beads) / beta
    return dict(f_p=f_p, f_ppi=f_p + mean_w / beta, e_p=e_p,
                e_ppi=e_p + 3 * mean_w / beta - cov_we,
                mean_w=mean_w, var_w=w @ with_w - mean_w**2, cov_we=cov_we,
                o_p=mean_o, o_nosource=mean_o - cov_wo,
                o_ppi=mean_o - cov_wo + source)


def derivative(f, b):
    s = 1e-3 * b
    return (f(b - 2*s) - 8*f(b - s) + 8*f(b + s) - f(b + 2*s)) / (12 * s)


# --- operator identities -------------------------------------------------
q1, q2 = sp.symbols("q1 q2", real=True)
m1, m2 = sp.symbols("m1 m2", positive=True)
pot = sp.Function("V")(q1, q2)
psi = sp.Function("psi")(q1, q2)


def kinetic(g):
    return -sp.diff(g, q1, 2) / (2 * m1) - sp.diff(g, q2, 2) / (2 * m2)


double_comm = (2 * pot * kinetic(pot * psi) - pot**2 * kinetic(psi)
               - kinetic(pot**2 * psi))
squared_force = (sp.diff(pot, q1)**2 / m1 + sp.diff(pot, q2)**2 / m2) * psi
assert sp.expand((double_comm - squared_force).doit()) == 0

rng = np.random.default_rng(12345)
ra, rb = rng.normal(size=(2, 4, 4))
ra, rb = 0.01 * (ra + ra.T), 0.01 * (rb + rb.T)


def comm(a, b):
    return a @ b - b @ a


third = -comm(ra, comm(ra, rb)) / 24 + comm(rb, comm(rb, ra)) / 12
split_log = logm(expm(ra / 2) @ expm(rb) @ expm(ra / 2))
assert (np.linalg.norm(split_log - ra - rb - third)
        < 0.02 * np.linalg.norm(third))

# --- exact reference by diagonalization ----------------------------------
step = 0.02
grid = np.arange(-1.2, 1.5 + step / 2, step)
idx = np.arange(len(grid))
diff = idx[:, None] - idx[None, :]
safe = np.where(diff == 0, 1, diff)
kin = np.where(diff == 0, np.pi**2 / 3, 2.0 * (-1.0)**np.abs(diff) / safe**2)
levels, states = np.linalg.eigh(kin / (2 * MASS * step**2)
                                + np.diag(potential(grid)))
boltz = np.exp(-BETA * (levels - levels[0]))
f_exact = levels[0] - np.log(boltz.sum()) / BETA
boltz /= boltz.sum()
e_exact = boltz @ levels
o_exact = boltz @ (states**2).T @ grid**2

# --- noise-free bead results and convergence orders ----------------------
res = {p: bead_results(grid, BETA, p) for p in (4, 8, 16, 32, 64, 128, 256)}


def order(key, exact):
    return np.log2(abs((res[128][key] - exact) / (res[256][key] - exact)))


orders = {key: order(key, ref) for key, ref in (
    ("f_p", f_exact), ("f_ppi", f_exact), ("e_p", e_exact),
    ("e_ppi", e_exact), ("o_p", o_exact), ("o_nosource", o_exact),
    ("o_ppi", o_exact))}
for key in ("f_p", "e_p", "o_p", "o_nosource"):
    assert abs(orders[key] - 2) < 0.1, (key, orders[key])
for key in ("f_ppi", "e_ppi", "o_ppi"):
    assert abs(orders[key] - 4) < 0.25, (key, orders[key])
order_var = np.log2(res[128]["var_w"] / res[256]["var_w"])
assert abs(order_var - 4) < 0.1
for p in (16, 32):
    assert (abs(res[p]["e_ppi"] - e_exact)
            < 0.2 * abs(res[p]["e_p"] - e_exact))

# covariance formula against the beta derivative of the corrected ln Z
e_numeric = -derivative(lambda b: log_z(grid, b, 16)
                        - density(grid, b, 16) @ w_site(grid, b, 16), BETA)
assert abs(e_numeric - res[16]["e_ppi"]) * EV < 1e-7

# what the first cumulant drops is half the variance of W
dropped = (log_z(grid, BETA, 64, 1.0) - log_z(grid, BETA, 64)
           + res[64]["mean_w"])
drop_ratio = dropped / (res[64]["var_w"] / 2)
assert abs(drop_ratio - 1) < 0.03

# --- noise: draw independent ring polymers from the path distribution ----
BEADS, RUNS, SAMPLES, COPIES = 8, 40, 200, 256
xs = np.arange(-1.2, 1.5 + 0.025, 0.05)
n = len(xs)
k8 = kernel(xs, BETA, BEADS)
rings = RUNS * SAMPLES * COPIES
first = rng.choice(n, size=rings, p=density(xs, BETA, BEADS))
w_table = w_site(xs, BETA, BEADS) / BEADS
e_table = energy_link(xs, BETA, BEADS)
here = first.copy()
w_ring = w_table[first]
e_ring = np.zeros(rings)
for bead in range(1, BEADS):
    rest = np.linalg.matrix_power(k8, BEADS - bead)
    cumul = np.cumsum(k8[:, None, :] * rest.T[None, :, :], axis=2)
    cumul /= cumul[:, :, -1:]
    flat = (cumul.reshape(n * n, n) + np.arange(n * n)[:, None]).ravel()
    pair = here * n + first
    found = np.searchsorted(flat, pair + rng.random(rings), side="right")
    new = np.clip(found - pair * n, 0, n - 1)
    e_ring += e_table[here, new]
    w_ring += w_table[new]
    here = new
e_ring += e_table[here, first]

e_ti = -derivative(lambda b: log_z(grid, b, BEADS, 1.0), BETA)
cov_pool = np.cov(w_ring, e_ring)
e_pool = e_ring.mean() + 3 * w_ring.mean() / BETA - cov_pool[0, 1]
assert abs(e_pool - res[BEADS]["e_ppi"]) * EV < 5e-4
weight = np.exp(-w_ring)
e_pool_ti = (weight @ (e_ring + 3 * w_ring / BETA)) / weight.sum()
assert abs(e_pool_ti - e_ti) * EV < 5e-4

# weight spread per copy from three noise-free partition functions
log_q = (log_z(grid, BETA, BEADS, 2.0) + log_z(grid, BETA, BEADS)
         - 2 * log_z(grid, BETA, BEADS, 1.0))
fraction = {}
for copies, tol in ((1, 0.01), (16, 0.15)):
    wt = np.exp(-w_ring.reshape(-1, copies).sum(axis=1))
    fraction[copies] = wt.mean()**2 / (wt**2).mean()
    assert abs(fraction[copies] * np.exp(copies * log_q) - 1) < tol
assert COPIES * log_q > np.log(1e3)

w_all = w_ring.reshape(RUNS, SAMPLES, COPIES)
e_all = e_ring.reshape(RUNS, SAMPLES, COPIES)
noise = {}
for copies in (1, 16, COPIES):
    w = w_all[:, :, :copies].sum(axis=2)
    e = e_all[:, :, :copies].sum(axis=2)
    dw = w - w.mean(axis=1, keepdims=True)
    de = e - e.mean(axis=1, keepdims=True)
    cov = (dw * de).sum(axis=1) / (SAMPLES - 1)
    ppi = (e.mean(axis=1) + 3 * w.mean(axis=1) / BETA - cov) / copies
    wt = np.exp(-(w - w.min(axis=1, keepdims=True)))
    rew = (wt * (e + 3 * w / BETA)).sum(axis=1) / wt.sum(axis=1) / copies
    ess = (wt.sum(axis=1)**2 / (wt**2).sum(axis=1)).mean()
    noise[copies] = (np.sqrt(np.mean((ppi - res[BEADS]["e_ppi"])**2)) * EV,
                     np.sqrt(np.mean((rew - e_ti)**2)) * EV,
                     (rew.mean() - e_ti) * EV, ess)
floor = np.sqrt((cov_pool[0, 0] * cov_pool[1, 1] + cov_pool[0, 1]**2)
                / SAMPLES) * EV
assert noise[COPIES][1] > 2 * noise[COPIES][0]
assert noise[COPIES][0] < noise[1][0]
assert abs(noise[COPIES][0] / floor - 1) < 0.4

# --- printed numbers -----------------------------------------------------
omega = np.sqrt(2 * C2 * ANG**2 / EV / MASS)
print(f"mass = {MASS * const.m_e / const.atomic_mass:.1f} u,"
      f" temperature = {TEMPERATURE:.0f} K")
print(f"potential: c2 = {C2} eV/A^2, c3 = {C3} eV/A^3, c4 = {C4} eV/A^4")
print(f"kT = {EV / BETA:.6f} eV")
print(f"harmonic quantum = {omega * EV:.5f} eV,"
      f" ratio to kT = {BETA * omega:.3f}")
print(f"exact energy = {e_exact * EV:.6f} eV = {e_exact:.8f} hartree")
print(f"exact free energy = {f_exact * EV:.6f} eV")
print(f"exact <x^2> = {o_exact * ANG**2:.7f} A^2")
for p in (4, 8, 16, 32):
    r = res[p]
    print(f"P={p}: E plain = {r['e_p'] * EV:.6f} eV,"
          f" E PPI = {r['e_ppi'] * EV:.6f} eV")
    print(f"P={p}: F plain = {r['f_p'] * EV:.6f} eV,"
          f" F PPI = {r['f_ppi'] * EV:.6f} eV")
    print(f"P={p}: errors of E: plain {(r['e_p'] - e_exact) * EV:.6f} eV,"
          f" PPI {(r['e_ppi'] - e_exact) * EV:.6f} eV")
r = res[16]
print(f"P=16: E PPI = {r['e_ppi']:.8f} hartree")
print(f"P=16: <W> = {r['mean_w']:.6f}, Var W = {r['var_w']:.6f} (no unit)")
print(f"P=16: 3<W>/beta = {3 * r['mean_w'] / BETA * EV:.6f} eV")
print(f"P=16: -Cov(W,eps) = {-r['cov_we'] * EV:.6f} eV")
print(f"P=16: E by beta derivative = {e_numeric * EV:.6f} eV")
print(f"P=16: <x^2> plain = {r['o_p'] * ANG**2:.7f} A^2")
print(f"P=16: <x^2> without source term = {r['o_nosource']*ANG**2:.7f} A^2")
print(f"P=16: <x^2> PPI = {r['o_ppi'] * ANG**2:.7f} A^2")
print("orders in 1/P from P=128 and 256 (no unit):")
print(f"  F plain {orders['f_p']:.3f}, F PPI {orders['f_ppi']:.3f}")
print(f"  E plain {orders['e_p']:.3f}, E PPI {orders['e_ppi']:.3f}")
print(f"  <x^2> plain {orders['o_p']:.3f}, without source"
      f" {orders['o_nosource']:.3f}, PPI {orders['o_ppi']:.3f}")
print(f"  Var W {order_var:.3f}")
print(f"P=64: dropped part of ln Z over Var W/2 = {drop_ratio:.4f}")
print(f"P=8: <W> = {res[8]['mean_w']:.5f}, Var W = {res[8]['var_w']:.5f}")
print(f"P=8: fully reweighted energy, noise-free = {e_ti * EV:.6f} eV")
print(f"P=8: ln q = {log_q:.5f}, q = {np.exp(log_q):.5f} (no unit)")
for copies in (1, 16, COPIES):
    print(f"N={copies}: predicted sample fraction q^-N ="
          f" {np.exp(-copies * log_q):.3e}")
print(f"sampled fraction: N=1 {fraction[1]:.4f}, N=16 {fraction[16]:.4f}")
print(f"runs = {RUNS}, samples per run = {SAMPLES}")
for copies in (1, 16, COPIES):
    a, b, c, d = noise[copies]
    print(f"N={copies}: rms error per copy: PPI {a:.5f} eV,"
          f" reweighted {b:.5f} eV")
    print(f"N={copies}: reweighted mean error {c:.5f} eV,"
          f" effective samples {d:.1f}")
print(f"predicted large-N PPI noise per copy = {floor:.5f} eV")
print("all good")
```

Printed output:

```
mass = 1.0 u, temperature = 300 K
potential: c2 = 18.0 eV/A^2, c3 = 36.0 eV/A^3, c4 = 42.0 eV/A^4
kT = 0.025852 eV
harmonic quantum = 0.38792 eV, ratio to kT = 15.006
exact energy = 0.192199 eV = 0.00706318 hartree
exact free energy = 0.192199 eV
exact <x^2> = 0.0057806 A^2
P=4: E plain = 0.091516 eV, E PPI = 0.209570 eV
P=4: F plain = 0.142592 eV, F PPI = 0.195667 eV
P=4: errors of E: plain -0.100683 eV, PPI 0.017371 eV
P=8: E plain = 0.140774 eV, E PPI = 0.192722 eV
P=8: F plain = 0.171520 eV, F PPI = 0.192141 eV
P=8: errors of E: plain -0.051425 eV, PPI 0.000523 eV
P=16: E plain = 0.173878 eV, E PPI = 0.192029 eV
P=16: F plain = 0.185665 eV, F PPI = 0.192153 eV
P=16: errors of E: plain -0.018321 eV, PPI -0.000170 eV
P=32: E plain = 0.186995 eV, E PPI = 0.192177 eV
P=32: F plain = 0.190430 eV, F PPI = 0.192194 eV
P=32: errors of E: plain -0.005204 eV, PPI -0.000022 eV
P=16: E PPI = 0.00705692 hartree
P=16: <W> = 0.250943, Var W = 0.019327 (no unit)
P=16: 3<W>/beta = 0.019462 eV
P=16: -Cov(W,eps) = -0.001311 eV
P=16: E by beta derivative = 0.192029 eV
P=16: <x^2> plain = 0.0052434 A^2
P=16: <x^2> without source term = 0.0050715 A^2
P=16: <x^2> PPI = 0.0057734 A^2
orders in 1/P from P=128 and 256 (no unit):
  F plain 1.998, F PPI 3.987
  E plain 1.996, E PPI 3.982
  <x^2> plain 1.997, without source 1.998, PPI 3.987
  Var W 4.000
P=64: dropped part of ln Z over Var W/2 = 0.9938
P=8: <W> = 0.79765, Var W = 0.26021
P=8: fully reweighted energy, noise-free = 0.182269 eV
P=8: ln q = 0.12532, q = 1.13351 (no unit)
N=1: predicted sample fraction q^-N = 8.822e-01
N=16: predicted sample fraction q^-N = 1.346e-01
N=256: predicted sample fraction q^-N = 1.166e-14
sampled fraction: N=1 0.8823, N=16 0.1392
runs = 40, samples per run = 200
N=1: rms error per copy: PPI 0.00368 eV, reweighted 0.00315 eV
N=1: reweighted mean error 0.00007 eV, effective samples 176.9
N=16: rms error per copy: PPI 0.00170 eV, reweighted 0.00295 eV
N=16: reweighted mean error 0.00056 eV, effective samples 34.3
N=256: rms error per copy: PPI 0.00126 eV, reweighted 0.01112 eV
N=256: reweighted mean error 0.01102 eV, effective samples 1.9
predicted large-N PPI noise per copy = 0.00120 eV
all good
```
